# Overlayer thickness from the attenuation of a substrate photoelectron line: a program that tests the result

```python
"""
Result under test: a substrate photoelectron line seen along the surface normal
through a uniform film keeps the fraction r = exp(-d/L), so d = L*ln(1/r).
For an 80 percent fall (r = 0.20) and L = 3 nm this gives d = 4.8 nm.

d : film thickness (nm)
L : escape depth in the film = effective attenuation length (nm)
r : remaining fraction of the substrate signal
The program also sizes effects that the simple model neglects.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz
from scipy.optimize import brentq
from scipy.special import expn

escape_depth = 3.0
signal_fall = 0.80
remaining = 1.0 - signal_fall


def thickness_formula(fraction, length):
    return length * np.log(1.0 / fraction)


thickness = thickness_formula(remaining, escape_depth)


# Thin-layer model: each layer of thickness h removes the fraction h/length.
def stack_signal(film, film_length, substrate_length):
    n_film, n_substrate = 200000, 40000
    h_film = film / n_film
    h_substrate = 30.0 * substrate_length / n_substrate
    passed = np.concatenate((
        np.full(n_film, 1.0 - h_film / film_length),
        np.full(n_substrate, 1.0 - h_substrate / substrate_length)))
    reaching_surface = np.cumprod(passed)
    return h_substrate * np.sum(reaching_surface[n_film:])


def stack_thickness(fraction, film_length, substrate_length):
    bare = stack_signal(0.0, film_length, substrate_length)
    return brentq(lambda film: stack_signal(
        film, film_length, substrate_length) / bare - fraction, 0.01, 20.0)


substrate_lengths = (2.0, 4.0)
found = [stack_thickness(remaining, escape_depth, s)
         for s in substrate_lengths]
for value in found:
    assert abs(value - thickness) < 1e-3
assert abs(thickness - 4.8) < 0.05

# Signal loss that three common slips would imply, from the layer model.
slips = {
    "reading 'to 80 percent'": thickness_formula(0.80, escape_depth),
    "base-ten logarithm": escape_depth * np.log10(1.0 / remaining),
    "linear law": escape_depth * signal_fall,
}
bare_signal = stack_signal(0.0, escape_depth, 2.0)
slip_falls = {}
for name, value in slips.items():
    fall = 1.0 - stack_signal(value, escape_depth, 2.0) / bare_signal
    slip_falls[name] = fall
    assert fall < signal_fall - 0.1

# Escape depth uncertain by 10 percent; remaining fraction uncertain by 0.01.
length_error = 0.10
low_length, high_length = [
    thickness_formula(remaining, escape_depth * (1.0 + sign * length_error))
    for sign in (-1, 1)]
assert abs(stack_thickness(remaining, escape_depth * (1 + length_error), 2.0)
           - high_length) < 1e-3
fraction_error = 0.01
thin_fraction = thickness_formula(remaining + fraction_error, escape_depth)
thick_fraction = thickness_formula(remaining - fraction_error, escape_depth)
linear_error = escape_depth * fraction_error / remaining
assert abs((thick_fraction - thin_fraction) / 2 - linear_error) < 1e-3

# Bare patches: average the signal over surface sites, some without film.
bare_area = 0.05
site_covered = np.arange(1000) >= round(1000 * bare_area)
patch_thickness = brentq(lambda film: np.mean(
    np.exp(-film * site_covered / escape_depth)) - remaining, 0.01, 30.0)
patch_formula = escape_depth * np.log(
    (1.0 - bare_area) / (remaining - bare_area))
assert abs(patch_thickness - patch_formula) < 1e-8
patch_mean = (1.0 - bare_area) * patch_thickness

# Gaussian spread of thickness, averaged by quadrature.
spread = 1.0


def rough_fraction(mean):
    def integrand(film):
        weight = np.exp(-0.5 * ((film - mean) / spread) ** 2)
        return weight * np.exp(-film / escape_depth)
    total = quad(integrand, 0.0, mean + 9 * spread, points=[mean])[0]
    return total / (spread * np.sqrt(2 * np.pi))


rough_mean = brentq(lambda m: rough_fraction(m) - remaining, 3.0, 8.0)
rough_formula = thickness + spread**2 / (2 * escape_depth)
assert abs(rough_mean - rough_formula) < 1e-3

# Acceptance cone about the normal; path length grows as 1/cos(angle).
cone_degrees = 10.0
cone = np.radians(cone_degrees)


def cone_fraction(film):
    def weight(angle):
        return np.sin(angle) * np.cos(angle)
    seen = quad(lambda a: weight(a) * np.exp(
        -film / (escape_depth * np.cos(a))), 0.0, cone)[0]
    return seen / quad(weight, 0.0, cone)[0]


cone_thickness = brentq(lambda f: cone_fraction(f) - remaining, 1.0, 10.0)
assert abs(cone_thickness - thickness * (1 - cone**2 / 4)) < 0.005

# X-ray absorption on the way in through the film.
xray_length, xray_degrees = 3000.0, 55.0
xray_path = xray_length * np.cos(np.radians(xray_degrees))
xray_thickness = brentq(lambda f: np.exp(-f / escape_depth)
                        * np.exp(-f / xray_path) - remaining, 1.0, 10.0)
assert 0.0 < thickness - xray_thickness < 0.05

# Elastic scattering: here 3 nm is taken as the inelastic mean free path.
# Isotropic scattering with equal properties in film and substrate.
# escape[i] is the normal-emission yield of a source at optical depth depth[i].
albedo = 0.10
total_path = escape_depth * (1.0 - albedo)
cell, cells = 0.01, 2000
depth = (np.arange(cells) + 0.5) * cell
lag = np.arange(1, cells)
kernel = np.empty(cells)
kernel[0] = 2.0 * (1.0 - expn(2, cell / 2))
kernel[1:] = expn(2, (lag - 0.5) * cell) - expn(2, (lag + 0.5) * cell)
column = -0.5 * albedo * kernel
column[0] += 1.0
escape = solve_toeplitz(column, np.exp(-depth))
signal_below = np.append(np.cumsum(escape[::-1])[::-1] * cell, 0.0)
edges = np.arange(cells + 1) * cell

# Independent check for the bare half-space: Chandrasekhar's H function.
nodes, weights = np.polynomial.legendre.leggauss(64)
nodes, weights = (nodes + 1) / 2, weights / 2
h_values = np.ones_like(nodes)


def h_update(cosine, values):
    integral = np.sum(weights * nodes * values / (cosine + nodes))
    return 1.0 / (np.sqrt(1.0 - albedo) + 0.5 * albedo * integral)


for _ in range(100):
    h_values = np.array([h_update(c, h_values) for c in nodes])
half_space = h_update(1.0, h_values) / np.sqrt(1.0 - albedo)
assert abs(signal_below[0] / half_space - 1.0) < 5e-4

elastic_ratio = signal_below / signal_below[0]
elastic_thickness = total_path * brentq(
    lambda t: np.interp(t, edges, elastic_ratio) - remaining, 0.1, 5.0)
elastic_length = elastic_thickness / np.log(1.0 / remaining)
assert total_path < elastic_length < escape_depth

print("MAIN RESULT")
print(f"escape depth in film: {escape_depth:.1f} nm")
print(f"signal fall: {100 * signal_fall:.0f} percent")
print(f"remaining fraction r: {remaining:.2f}")
print(f"ln(1/r): {np.log(1 / remaining):.4f}")
print(f"film thickness from formula: {thickness:.3f} nm")
print(f"same thickness: {10 * thickness:.1f} angstrom")
for length, value in zip(substrate_lengths, found):
    print(f"layer model, substrate escape depth {length:.1f} nm: "
          f"{value:.3f} nm")
print(f"fraction left by 4.8 nm: {np.exp(-4.8 / escape_depth):.4f}")
print("COMMON SLIPS: thickness and the fall it would really give")
for name, value in slips.items():
    print(f"{name}: {value:.2f} nm, {100 * slip_falls[name]:.1f} percent")
print("NEGLECTED EFFECTS: thickness for the same remaining fraction")
print(f"escape depth error assumed: {100 * length_error:.0f} percent")
print(f"thickness range from it: {low_length:.2f} to {high_length:.2f} nm")
print(f"error of r assumed: {fraction_error:.2f}")
print(f"thickness range from it: {thin_fraction:.2f} to "
      f"{thick_fraction:.2f} nm")
print(f"linear estimate of that error: {linear_error:.2f} nm")
print(f"bare area assumed: {100 * bare_area:.0f} percent")
print(f"thickness of covered parts: {patch_thickness:.2f} nm")
print(f"area-averaged thickness: {patch_mean:.2f} nm")
print(f"thickness standard deviation assumed: {spread:.1f} nm")
print(f"mean thickness with this spread: {rough_mean:.2f} nm")
print(f"acceptance half-angle assumed: {cone_degrees:.0f} degrees")
print(f"thickness with this cone: {cone_thickness:.3f} nm")
print(f"X-ray absorption length assumed: {xray_length:.0f} nm")
print(f"X-ray incidence from normal: {xray_degrees:.0f} degrees")
print(f"thickness with X-ray absorption: {xray_thickness:.3f} nm")
print(f"elastic-scattering albedo assumed: {albedo:.2f}")
print(f"effective attenuation length if 3 nm is the inelastic "
      f"mean free path: {elastic_length:.2f} nm")
print(f"thickness in that case: {elastic_thickness:.2f} nm")
print("done: every assertion held")
```

Printed output:

```
MAIN RESULT
escape depth in film: 3.0 nm
signal fall: 80 percent
remaining fraction r: 0.20
ln(1/r): 1.6094
film thickness from formula: 4.828 nm
same thickness: 48.3 angstrom
layer model, substrate escape depth 2.0 nm: 4.828 nm
layer model, substrate escape depth 4.0 nm: 4.828 nm
fraction left by 4.8 nm: 0.2019
COMMON SLIPS: thickness and the fall it would really give
reading 'to 80 percent': 0.67 nm, 20.0 percent
base-ten logarithm: 2.10 nm, 50.3 percent
linear law: 2.40 nm, 55.1 percent
NEGLECTED EFFECTS: thickness for the same remaining fraction
escape depth error assumed: 10 percent
thickness range from it: 4.35 to 5.31 nm
error of r assumed: 0.01
thickness range from it: 4.68 to 4.98 nm
linear estimate of that error: 0.15 nm
bare area assumed: 5 percent
thickness of covered parts: 5.54 nm
area-averaged thickness: 5.26 nm
thickness standard deviation assumed: 1.0 nm
mean thickness with this spread: 4.99 nm
acceptance half-angle assumed: 10 degrees
thickness with this cone: 4.792 nm
X-ray absorption length assumed: 3000 nm
X-ray incidence from normal: 55 degrees
thickness with X-ray absorption: 4.820 nm
elastic-scattering albedo assumed: 0.10
effective attenuation length if 3 nm is the inelastic mean free path: 2.77 nm
thickness in that case: 4.46 nm
done: every assertion held
```
